# Temperature Dependence of Fowler–Nordheim Tunnelling from a Linearised Exponent: a program that tests the result

```python
# Result under test: thermal-field emission from a metal through a dielectric,
#   J(T) = J(0) * pi p / sin(pi p),  p = kT/d,
#   J(0) = e m_t d^2 exp(-G_F) / (2 pi^2 hbar^3),
#   d = hbar e F / (2 sqrt(2 m_z phi))  for a triangular barrier.
# phi: barrier at the Fermi level; F: field; G_F: tunnelling exponent there;
# m_z, m_t: dielectric masses along the field and in the plane;
# eps: total energy from the Fermi level; w: in-plane energy hbar^2 k_t^2/(2 m_t);
# u = eps - w. Working units: eV, nm, V/nm; current density in A/cm2.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.optimize import brentq
from scipy.special import airy, expit

e = const.e
K_B = const.k / e
HBAR_EVS = const.hbar / e
H2M = const.hbar**2 / const.m_e / e * 1e18       # hbar^2/m0 in eV nm^2
COULOMB = e / (4 * np.pi * const.epsilon_0) * 1e9  # e^2/(4 pi eps0), eV nm
PER_CM2 = 1e14                                   # 1/nm^2 to 1/cm^2

# Rough typical inputs for a metal gate on hBN
phi, field, thickness = 3.0, 0.8, 10.0
m_z, m_t, m_metal, fermi_depth = 0.5, 1.0, 1.0, 5.0
gap, eps_r, breakdown = 6.0, 3.0, 1.0


def width(barrier):
    return field / (2 * np.sqrt(2 * m_z * barrier / H2M))


def exponent(barrier):
    return 4 * np.sqrt(2 * m_z / H2M) * barrier**1.5 / (3 * field)


def factor(p):
    return np.pi * p / np.sin(np.pi * p)


def cold_current(decay, action):
    return (e / HBAR_EVS * m_t * decay**2 * np.exp(-action)
            / (2 * np.pi**2 * H2M) * PER_CM2)


d, G_F = width(phi), exponent(phi)
J0 = cold_current(d, G_F)

# Thermal integral by quadrature, its low-temperature series, its divergence


def thermal_integrand(x, p):
    return np.exp(p * x - np.logaddexp(0, x))


def thermal_quadrature(p):
    left = quad(thermal_integrand, -np.inf, 0, args=(p,))[0]
    right = quad(thermal_integrand, 0, np.inf, args=(p,))[0]
    return p * (left + right)


for p in (0.1, 0.4, 0.8, 0.95):
    assert abs(thermal_quadrature(p) / factor(p) - 1) < 1e-6
a = np.pi * 0.1
assert abs(thermal_quadrature(0.1) - (1 + a**2 / 6 + 7 * a**4 / 360)) < 1e-4
growth = quad(thermal_integrand, 40, 80, args=(1.0,))[0]
assert abs(growth - 40) < 1e-6   # no convergence when kT = d

# Peak of the total-energy distribution
for p in (0.3, 0.5, 0.7):
    x = np.linspace(-5, 5, 100001)
    peak = x[np.argmax(thermal_integrand(x, p))]
    assert abs(peak - np.log(p / (1 - p))) < 1e-3

# Numerical actions: triangle, image force, two-band dispersion in the gap
image_c = COULOMB / (4 * eps_r)


def action(u, kind):
    b = phi - u
    if kind == "two-band":
        def decay(y):
            return np.sqrt(2 * m_z * y * (1 - y / gap) / H2M)
        return 2 / field * quad(decay, 0, b)[0]
    c = image_c if kind == "image" else 0.0
    root = np.sqrt(b * b - 4 * field * c)
    middle, half = b / (2 * field), root / (2 * field)

    def integrand(t):
        pos = middle + half * np.sin(t)
        height = field * half**2 * np.cos(t)**2 / pos
        return np.sqrt(2 * m_z * height / H2M) * half * np.cos(t)
    # the height above is b - F x - c/x written through its two roots
    return 2 * quad(integrand, -np.pi / 2, np.pi / 2)[0]


def numeric_width(kind):
    h = 1e-3
    return 2 * h / (action(-h, kind) - action(h, kind))


assert abs(action(0, "triangle") / G_F - 1) < 1e-6
assert abs(numeric_width("triangle") / d - 1) < 1e-5
kappa_gap = np.sqrt(2 * m_z * phi * (1 - phi / gap) / H2M)
assert abs(numeric_width("two-band") * 2 * kappa_gap / field - 1) < 1e-4

# Current summed over electrode momenta, for two electrode masses


def momentum_sum(kT, mass):
    k_fermi = np.sqrt(2 * mass * fermi_depth / H2M)
    kx = np.linspace(0.7 * k_fermi, 1.2 * k_fermi, 1601)[:, None]
    kt = np.linspace(0, np.sqrt(2 * m_t * 1.0 / H2M), 401)[None, :]
    energy = H2M * (kx**2 + kt**2) / (2 * mass) - fermi_depth
    in_plane = H2M * kt**2 / (2 * m_t)
    trans = np.exp(-G_F + (energy - in_plane) / d)
    flow = H2M / mass * kx * kt * expit(-energy / kT) * trans
    total = simpson(simpson(flow, x=kt[0], axis=1), x=kx[:, 0])
    return e / HBAR_EVS * total / (2 * np.pi**2) * PER_CM2


for mass in (1.0, 0.6):
    for T in (300, 400):
        ratio = momentum_sum(K_B * T, mass) / (J0 * factor(K_B * T / d))
        assert abs(ratio - 1) < 2e-3

# Full, unlinearised exponent; transmission is one above the barrier top
u_grid = np.linspace(-2.5, 5.0, 30001)
full_trans = np.exp(-exponent(np.maximum(phi - u_grid, 0)))


def full_current(kT):
    if kT == 0:
        supply = np.maximum(-u_grid, 0)
    else:
        supply = kT * np.logaddexp(0, -u_grid / kT)
    total = simpson(supply * full_trans, x=u_grid)
    return (e / HBAR_EVS * m_t * total / (2 * np.pi**2 * H2M) * PER_CM2)


def curvature(p):
    """Mean u^2/(4 phi d) over the linearised current."""
    q = np.pi * p
    mean = 1 + (q / np.sin(q))**2 + (1 + q / np.tan(q))**2
    return mean * d / (4 * phi)


for T in (300, 400):
    kT = K_B * T
    weight = kT * np.logaddexp(0, -u_grid / kT) * np.exp(u_grid / d)
    mean_u2 = (simpson(u_grid**2 * weight, x=u_grid)
               / simpson(weight, x=u_grid))
    assert abs(mean_u2 / (4 * phi * d) / curvature(kT / d) - 1) < 1e-3
    true_ratio = full_current(kT) / (J0 * factor(kT / d))
    assert abs(true_ratio - (1 - curvature(kT / d))) < 5e-3
full_cold = full_current(0)
hot = K_B * 700
assert hot < d
assert factor(hot / d) > 1.3 * full_current(hot) / full_cold

# Transmission from Airy functions. layer=None: the field goes on for ever;
# otherwise the layer ends at a second, identical metal and waves interfere.


def airy_transmission(eps, w, layer=None):
    length = (H2M / (2 * m_z * field))**(1 / 3)
    b = phi - eps + w
    normal = fermi_depth + eps - w * m_t / m_metal
    k_in = np.sqrt(2 * m_metal * normal / H2M)
    if layer is None:
        c_ai, c_bi = 1j, 1.0
        flux = 1 / (np.pi * length * m_z)
    else:
        k_out = np.sqrt(2 * m_metal * (normal + field * layer) / H2M)
        ai, aip, bi, bip = airy((b - field * layer) / (field * length))
        slope = -length * 1j * k_out * m_z / m_metal
        c_ai = np.pi * (bip - bi * slope)
        c_bi = np.pi * (ai * slope - aip)
        flux = k_out / m_metal
    ai, aip, bi, bip = airy(b / (field * length))
    psi = c_ai * ai + c_bi * bi
    dpsi = -(c_ai * aip + c_bi * bip) / length
    incoming = 0.5 * (psi + m_metal / m_z * dpsi / (1j * k_in))
    return flux * m_metal / (k_in * np.abs(incoming)**2)


k_exit = np.sqrt(2 * m_z * (field * thickness - phi) / H2M)
period = np.pi / k_exit
layers = thickness + period * np.arange(200) / 200
mean_t = np.mean([airy_transmission(0.0, 0.0, t) for t in layers])
# interference averages out over one period of thickness
assert abs(mean_t / airy_transmission(0.0, 0.0) - 1) < 0.03

eps_grid = np.linspace(-1.5, 2.5, 801)
w_grid = np.linspace(0, 1.5, 151)
zero = 300
assert abs(eps_grid[zero]) < 1e-12


def airy_currents(temperatures, layer=None):
    trans = airy_transmission(eps_grid[:, None], w_grid[None, :], layer)
    spectrum = simpson(trans, x=w_grid, axis=1)
    unit = e / HBAR_EVS * m_t / (2 * np.pi**2 * H2M) * PER_CM2
    cold = simpson(spectrum[:zero + 1], x=eps_grid[:zero + 1])
    warm = [simpson(spectrum * expit(-eps_grid / (K_B * T)), x=eps_grid)
            for T in temperatures]
    return unit * cold, [value / cold for value in warm]


airy_cold, airy_factors = airy_currents((300, 400))
for T, value in zip((300, 400), airy_factors):
    assert abs(value / factor(K_B * T / d) - 1) < 0.03
coherent = [airy_currents((400,), thickness + period * j / 8)[1][0]
            for j in range(8)]

# Neglected effects
assert field * thickness > phi
p300, p400 = K_B * 300 / d, K_B * 400 / d
rise = factor(p400) / factor(p300)


def shift_mismatch(delta):
    lowered = cold_current(width(phi - delta), exponent(phi - delta))
    return lowered / J0 - rise


shift = brentq(shift_mismatch, 0, 0.2)
lowering = 2 * np.sqrt(field * image_c)
kT = K_B * 400
over = (e / HBAR_EVS * m_t * kT**2 / (2 * np.pi**2 * H2M) * PER_CM2
        * np.exp(-(phi - lowering) / kT))

print(f"barrier {phi:.1f} eV; field {field * 10:.1f} MV/cm")
print(f"layer thickness {thickness:.1f} nm")
print(f"voltage across layer {field * thickness:.1f} V")
print(f"tunnel distance at Fermi level {phi / field:.2f} nm")
print(f"m_z {m_z:.1f}, m_t {m_t:.1f}, metal {m_metal:.1f} electron masses")
print(f"metal Fermi depth {fermi_depth:.1f} eV")
print(f"gap {gap:.1f} eV; relative permittivity {eps_r:.1f}")
print(f"decay constant at Fermi level {field / (2 * d):.3f} 1/nm")
print(f"decay width d {d * 1000:.2f} meV")
print(f"temperature where kT = d: {d / K_B:.0f} K")
print(f"exponent G_F {G_F:.2f}")
print(f"exp(-G_F) {np.exp(-G_F):.3e}")
print(f"J(0) linearised {J0:.3e} A/cm2")
print(f"J(300 K) linearised {J0 * factor(p300):.3e} A/cm2")
print(f"J(400 K) linearised {J0 * factor(p400):.3e} A/cm2")
print(f"J(400 K)/J(300 K) linearised {rise:.3f}")
print("T: kT in meV, p, linear factor, full-exponent factor, curvature")
for T in (300, 400, 500, 600, 700):
    kT = K_B * T
    print(f"{T} K: {kT * 1000:.2f}, {kT / d:.3f}, {factor(kT / d):.3f}, "
          f"{full_current(kT) / full_cold:.3f}, {curvature(kT / d):.3f}")
for T, p in ((300, p300), (400, p400)):
    print(f"peak energy at {T} K "
          f"{K_B * T * np.log(p / (1 - p)) * 1000:.2f} meV")
print(f"full-exponent J(0) / linearised J(0) {full_cold / J0:.4f}")
print(f"Airy J(0) / linearised J(0) {airy_cold / J0:.3f}")
print(f"Airy thermal factor 300 K {airy_factors[0]:.3f}")
print(f"Airy thermal factor 400 K {airy_factors[1]:.3f}")
print(f"coherent layer, thickness period {period:.3f} nm")
print(f"coherent factor 400 K, range {min(coherent):.3f} to "
      f"{max(coherent):.3f}")
for kind in ("image", "two-band"):
    g_new, d_new = action(0, kind), numeric_width(kind)
    print(f"{kind}: exponent {g_new:.2f}, d {d_new * 1000:.2f} meV")
    print(f"{kind}: J(0) multiplied by {cold_current(d_new, g_new) / J0:.3g}")
    print(f"{kind}: thermal factor 400 K {factor(K_B * 400 / d_new):.3f}")
print(f"image-force barrier lowering {lowering:.3f} eV")
print(f"over-barrier current at 400 K {over:.2e} A/cm2")
print(f"barrier drop mimicking 300 to 400 K rise {shift * 1000:.2f} meV")
print(f"same drop per kelvin {shift * 10:.3f} meV/K")
print(f"rough breakdown field {breakdown * 10:.0f} MV/cm")
print(f"field / rough breakdown field {field / breakdown:.2f}")
print("no test failed")
```

Output:

```
barrier 3.0 eV; field 8.0 MV/cm
layer thickness 10.0 nm
voltage across layer 8.0 V
tunnel distance at Fermi level 3.75 nm
m_z 0.5, m_t 1.0, metal 1.0 electron masses
metal Fermi depth 5.0 eV
gap 6.0 eV; relative permittivity 3.0
decay constant at Fermi level 6.275 1/nm
decay width d 63.75 meV
temperature where kT = d: 740 K
exponent G_F 31.37
exp(-G_F) 2.371e-14
J(0) linearised 1.559e-06 A/cm2
J(300 K) linearised 2.077e-06 A/cm2
J(400 K) linearised 2.671e-06 A/cm2
J(400 K)/J(300 K) linearised 1.286
T: kT in meV, p, linear factor, full-exponent factor, curvature
300 K: 25.85, 0.406, 1.332, 1.341, 0.025
400 K: 34.47, 0.541, 1.713, 1.725, 0.024
500 K: 43.09, 0.676, 2.495, 2.480, 0.039
600 K: 51.70, 0.811, 4.555, 4.179, 0.156
700 K: 60.32, 0.946, 17.680, 8.927, 3.100
peak energy at 300 K -9.89 meV
peak energy at 400 K 5.62 meV
full-exponent J(0) / linearised J(0) 0.9701
Airy J(0) / linearised J(0) 1.931
Airy thermal factor 300 K 1.342
Airy thermal factor 400 K 1.728
coherent layer, thickness period 0.388 nm
coherent factor 400 K, range 1.660 to 1.798
image: exponent 29.28, d 63.01 meV
image: J(0) multiplied by 7.91
image: thermal factor 400 K 1.737
two-band: exponent 26.13, d 90.16 meV
two-band: J(0) multiplied by 377
two-band: thermal factor 400 K 1.288
image-force barrier lowering 0.620 eV
over-barrier current at 400 K 1.96e-23 A/cm2
barrier drop mimicking 300 to 400 K rise 15.70 meV
same drop per kelvin 0.157 meV/K
rough breakdown field 10 MV/cm
field / rough breakdown field 0.80
no test failed
```
